# The TDHF triplet frequency of H₂ and the Coulson-Fischer point, part 2

Two protons a distance $R$ apart hold two electrons. The problem is the triplet frequency $\Omega$ of time-dependent Hartree-Fock (TDHF) linearized about the restricted (RHF) state, its behaviour beyond the Coulson-Fischer point $R_{\rm CF}$, where an unrestricted (UHF) determinant lies lower, and its STO-3G values at $R=1.4$ and $3.0$ bohr.

Rydberg atomic units are used: $\hbar=2m=1$, $e^2=2$. Only total energies include $2/R$.

Each proton carries one real, normalized 1s-type function, $a$ or $b$, with overlap $S$; $g\propto a+b$ and $u\propto a-b$ are orthonormal, and RHF fills $g$ twice. With $h=-\nabla^2-2/r_a-2/r_b$, $h_{pq}=\langle p|h|q\rangle$, $v[\rho]$ the Coulomb potential of $\rho$, and $(pq|rs)$ the repulsion $2/r_{12}$ between $pq$ and $rs$:

$$U=(aa|aa),\quad V=(aa|bb),\quad J_{gg}=(gg|gg),\quad J_{uu}=(uu|uu),\quad J=(gg|uu),$$

$$K=(gu|gu)=\frac{U-V}{2(1-S^2)}>0,$$

$$\varepsilon_g=h_{gg}+J_{gg},\quad \varepsilon_u=h_{uu}+2J-K,\quad d=\varepsilon_u-\varepsilon_g,\quad E_{\rm RHF}=2h_{gg}+J_{gg},$$

$$D = d - J + K = h_{uu} - h_{gg} + J - J_{gg}, \qquad M = d - J - K = D - 2K .$$

For orbitals $g+pu$ ($\alpha$) and $g+qu$ ($\beta$) with small $p,q$,

$$i\dot p = D\,p + K(q+q^*), \qquad i\dot q = D\,q + K(p+p^*). \tag{1}$$

The triplet has $q=-p$, $p=x+iy$:

$$\dot x = D\,y, \qquad \dot y = -(D-2K)\,x = -M\,x. \tag{3}$$

$$\Omega^2 = DM = (d-J+K)(d-J-K). \tag{4}$$

The singlet has $\Omega_S^2=D(D+2K)$. $M(R_{\rm CF})=0$, and nearby $\Omega^2\approx2KM'(R-R_{\rm CF})$ with $M'=dM/dR$. Dropping the counter-rotating part $Y$ of $p=Xe^{-i\Omega t}+Y^*e^{i\Omega t}$, where $Y/X=(d-J-\Omega)/K$, is the Tamm-Dancoff approximation (TDA). It gives the tempting $\Omega=d-J=E_T-E_{\rm RHF}$, with $E_T$ the triplet energy, and misplaces $R_{\rm CF}$ at $d=J$.

For $\phi_\sigma=c_\sigma g+s_\sigma u$, $c_\sigma=\cos\theta_\sigma$, $s_\sigma=\sin\theta_\sigma$, the energy of part (b) is

$$E = (c_\alpha^2+c_\beta^2)h_{gg} + (s_\alpha^2+s_\beta^2)h_{uu} + c_\alpha^2c_\beta^2J_{gg} + s_\alpha^2s_\beta^2J_{uu} + (c_\alpha^2s_\beta^2 + s_\alpha^2c_\beta^2)J + 4c_\alpha s_\alpha c_\beta s_\beta K .$$

With $\theta_\alpha=-\theta_\beta=\theta$ and $s=\sin^2\theta$,

$$E = E_{\rm RHF} + 2Ms + Cs^2, \qquad C = J_{gg}+J_{uu}-2J+4K = (gg-uu|gg-uu) + 4K > 0. \tag{5}$$

For $M<0<D$ the minimum on this path is the UHF state, $s^*=-M/C$, with $E_{\rm UHF}-E_{\rm RHF}=-M^2/C$.

### (c) Beyond the point

With $M < 0$, the frequency is imaginary if and only if $D > 0$. Then $\Omega = \pm i\kappa$ with $\kappa = \sqrt{-DM}$, and the start $x = x_0$, $y = 0$ evolves as

$$x = x_0\cosh\kappa t, \qquad y = x_0\,\frac{\kappa}{D}\sinh\kappa t ,$$

until $x$ is too large for the linearization. The number $\kappa$ is the rate at which TDHF runs away from a saddle point of the energy, not an excitation energy or a lifetime. The exact triplet remains a stationary state at real energy. If both factors were negative, $\Omega^2$ would be positive about a state that is unstable in both directions, so a real $\Omega$ alone does not prove stability. The case $D < 0 < M$ cannot occur, since $M = D-2K$.

By its second form, $D = (h_{uu}+J) - (h_{gg}+J_{gg})$ is the splitting between $u$ and $g$ in the local one-electron operator $h + v[g^2]$. In a complete basis the nodeless $g$ is the ground state of this operator, so the corresponding gap is positive at every finite $R$. Two fixed functions carry no such guarantee: with a single diffuse Gaussian of exponent 0.01 bohr$^{-2}$ on each atom, $D = -0.0003$ Ry at 30 bohr. With $I_1 = (aa|ab)$ and $I_2 = (ab|ab)$, the products $gg = (aa+bb+2ab)/(2(1+S))$ and $uu = (aa+bb-2ab)/(2(1-S))$ give

$$J_{gg} = \frac{2U+2V+8I_1+4I_2}{4(1+S)^2}, \qquad J = \frac{2U+2V-4I_2}{4(1-S^2)},$$

the $I_1$ terms cancelling in $J$. From $h_{gg} = (h_{aa}+h_{ab})/(1+S)$ and $h_{uu} = (h_{aa}-h_{ab})/(1-S)$,

$$h_{uu}-h_{gg} = \frac{(h_{aa}-h_{ab})(1+S) - (h_{aa}+h_{ab})(1-S)}{1-S^2} = \frac{2(Sh_{aa}-h_{ab})}{1-S^2}.$$

At large $R$, $S$, $h_{ab}$ and $I_1$ each contain the small product $ab$ once and $I_2$ contains it twice. To first order $J \approx (U+V)/2$ and $J_{gg} \approx (U+V)(1-2S)/2 + 2I_1$, so

$$D \approx 2(Sh_{aa}-h_{ab}) + S(U+V) - 2I_1 .$$

The terms have mixed signs, so $D > 0$ has to be verified for the basis at hand. For STO-3G it holds at all 93 distances scanned from 0.8 to 10 bohr, and on the same scan $M$ changes sign once.

Every term in $D$ vanishes with the overlap, so $D \to 0$ as $R\to\infty$. The reason is visible at $S = 0$, where $\cos\theta\,g + i\sin\theta\,u = (e^{i\theta}a + e^{-i\theta}b)/\sqrt2$ differs from $g$ only by a relative phase between atoms that no longer communicate. Meanwhile $V \to 2/R$ and $M \to -2K \to -(U - 2/R)$. Thus $\Omega^2 \to 0$ from below: $\kappa$ rises from zero at $R_{\rm CF}$, passes a maximum and returns to zero, although the energy curvature keeps growing more negative. The size of $\kappa$ is therefore no measure of how much UHF lowers the energy. The singlet $\Omega_S^2 = D(D+2K)$ goes to zero with $D$ as well.

The error of TDA can be located exactly. Two basis functions admit only one antisymmetric spatial function, $g(1)u(2) - u(1)g(2)$, so $E_T$ is the exact triplet energy in the basis. The full configuration-interaction (FCI) gap $E_T - E_0$ exceeds $d-J$ by $E_{\rm RHF} - E_0 \ge 0$. A negative TDA value reports a poor RHF reference energy. The response can instead be linearized about the UHF state. For $\phi_\sigma = c_\sigma g + s_\sigma e^{i\chi_\sigma}u$ the $gu$ coefficient of each density is multiplied by $\cos\chi_\sigma$, so the only change in the energy of part (b) is that its last term becomes $4c_\alpha s_\alpha c_\beta s_\beta K\cos\chi_\alpha\cos\chi_\beta$. At the UHF point the product $c_\alpha s_\alpha c_\beta s_\beta$ is negative, so the energy rises with either phase. Where the UHF point is also the minimum over the real angles, as the free minimization finds at the distances tested, the conserved energy forbids exponential growth of the spin-conserving modes. The price is broken spin symmetry. A global spin rotation about $x$ or $y$ now changes the reference state at no cost in energy, so the spin-flip response contains modes of zero frequency.

The same structure holds in adiabatic TDDFT with a kernel acting on spin densities only. The diagonal term of (1) becomes the Kohn-Sham gap $d$, and the couplings are $(K+f_{\alpha\alpha})(p+p^*) + (K+f_{\alpha\beta})(q+q^*)$ with $f_{\sigma\tau}$ the matrix element of the kernel between two products $gu$. For $q = -p$ the $K$ terms cancel, $D = d$, $M = d + 2(f_{\alpha\alpha}-f_{\alpha\beta})$, and the triplet vanishes where the restricted Kohn-Sham solution loses its stability against spin polarization.

### (d) Worked example

The chosen basis function is the STO-3G contraction of normalized Gaussians $e^{-\zeta r^2}$ with exponents 3.42525091, 0.62391373 and 0.1688554 bohr$^{-2}$ and coefficients 0.15432897, 0.53532814 and 0.44463454, for which $U = 1.549212$ Ry. All results are computed from unrounded numbers, so repeating a step with the rounded values shown can change the last digit.

At $R = 1.4$ bohr (0.7408 Å), $S = 0.659318$, and in Ry $V = 1.139352$, $h_{gg} = -2.505594$, $h_{uu} = -0.951205$, $J_{gg} = 1.349188$, $J = 1.327128$. Then

$$K = \frac{1.549212-1.139352}{2(1-0.659318^2)} = 0.362516,$$

$$\varepsilon_g = -2.505594+1.349188 = -1.156406,$$

$$\varepsilon_u = -0.951205 + 2(1.327128) - 0.362516 = 1.340536,$$

so $d = 2.496941$ and $d-J = 1.169814$. Adding and subtracting $K$ gives $D = 1.532329$ and $M = 0.807298$, and

$$\Omega^2 = 1.532329\times0.807298 = 1.237046\ \mathrm{Ry}^2, \qquad \Omega = 1.112226\ \mathrm{Ry} = 15.1326\ \mathrm{eV},$$

a period of 0.2733 fs. TDA gives 15.9161 eV and FCI 16.4756 eV, so TDHF is already the farther from the exact gap. The counter-rotating amplitude is $Y/X = (1.169814-1.112226)/0.362516 = 0.16$. At $t = 1.5\ \hbar/\mathrm{Ry}$, (3) predicts $x/x_0 = \cos(1.5\times1.112226) = -0.097388$ and $y/x_0 = -(\Omega/D)\sin\Omega t = -0.722390$, the values found by direct propagation.

At $R = 3.0$ bohr (1.5875 Å), $S = 0.226190$, $V = 0.656858$, $h_{gg} = -1.761766$, $h_{uu} = -1.338466$, $J_{gg} = 1.086316$, $J_{uu} = 1.146865$, $J = 1.102452$. Then

$$K = \frac{1.549212-0.656858}{2(1-0.226190^2)} = 0.470235,$$

$$\varepsilon_g = -1.761766+1.086316 = -0.675450,$$

$$\varepsilon_u = -1.338466+2(1.102452)-0.470235 = 0.396203,$$

so $d = 1.071653$, $d-J = -0.030799$, $D = 0.439436$, $M = -0.501034$, and

$$\Omega^2 = -0.439436\times0.501034 = -0.220172\ \mathrm{Ry}^2, \qquad \kappa = 0.469225\ \mathrm{Ry}.$$

The e-folding time $1/\kappa$ is 0.1031 fs. At $t = 6\ \hbar/\mathrm{Ry}$, $x/x_0 = \cosh(6\times0.469225) = 8.379455$ and $y/x_0 = 8.883557$. For the UHF state,

$$C = 1.086316+1.146865-2(1.102452)+4(0.470235) = 1.909216,$$

$s^* = 0.501034/1.909216 = 0.262429$, $\theta = 30.816^\circ$, and the lowering is $-0.501034^2/1.909216 = -0.131486$ Ry. The total energies are $-1.770550$ (RHF), $-1.801349$ (triplet), $-1.902036$ (UHF) and $-1.970314$ Ry (FCI). The triplet lies 0.030799 Ry below RHF, as TDA says, and 0.168965 Ry above the exact singlet.

The root of $M$ is $R_{\rm CF} = 2.179695$ bohr (1.15344 Å). There $d - J = 1.613574 - 1.200132 = 0.413442 = K$ and $D = 0.826885$. With $M' = -0.773908$ Ry/bohr the slope of $\Omega^2$ is $0.826885\times(-0.773908) = -0.639933$ Ry$^2$/bohr. The tempting answer, 2.92644 bohr (1.54861 Å), is too large by 0.75 bohr; between the two distances TDA is positive while RHF is a saddle point. The largest $\kappa$ is 0.47177 Ry at 3.134 bohr.

These digits describe the STO-3G model and are far from converged values for H$_2$. In the cc-pVTZ basis the TDHF, TDA and FCI triplet energies at 1.4 bohr are 9.59, 10.04 and 10.69 eV, lower by 5.5 to 5.9 eV and in the same order. There $R_{\rm CF}$ is 2.30 bohr, the TDA zero lies at 3.22 bohr, $\kappa$ at 3.0 bohr is 0.304 Ry, and its maximum is about 0.32 Ry near 3.4 bohr. The shape of $\kappa(R)$, a rise from zero, a maximum and a decay, is the same.

| $R$/bohr | $D$/Ry | $M$/Ry | $\Omega^2$/Ry$^2$ | $(d-J)$/Ry | FCI gap/Ry |
|---|---|---|---|---|---|
| 1.4 | 1.5323 | 0.8073 | 1.2370 | 1.1698 | 1.211 |
| 2.0 | 0.9495 | 0.1474 | 0.1399 | 0.5484 | 0.627 |
| 2.1797 | 0.8269 | 0 | 0 | 0.4134 | 0.508 |
| 2.5 | 0.6467 | −0.2251 | −0.1455 | 0.2108 | 0.340 |
| 3.0 | 0.4394 | −0.5010 | −0.2202 | −0.0308 | 0.169 |
| 4.0 | 0.1978 | −0.8628 | −0.1706 | −0.3325 | 0.0329 |
| 6.0 | 0.0321 | −1.1840 | −0.0380 | −0.5760 | 0.0007 |
| 10.0 | 0.0002 | −1.3490 | −0.0003 | −0.6744 | $3.2\times10^{-8}$ |

At $R_{\rm CF}$ the exact gap in the basis is still 0.508 Ry, so the zero of $\Omega$ belongs to the mean-field approximation and not to the molecule. At 10 bohr $2K$ and $U - 2/R$ both equal 1.349212 Ry, and $M = 0.000220 - 1.349212 = -1.348992$ Ry. The FCI gap tends to zero, as it must for two separated atoms whose spins no longer couple. Its positive sign throughout the table is a result for STO-3G and is not guaranteed by a two-function basis: a single Gaussian of exponent 0.03 bohr$^{-2}$ on each atom gives $-0.0003$ Ry at 15 bohr.

The numerical check below tests these results by other routes. It takes $d$ from diagonalizing the Fock matrix, verifies (5) symbolically from the contracted integrals, and solves the general spin-orbital response problem with all four single excitations, finding three triplets at (4) and one singlet. It obtains $M$ and $D$ from finite-difference curvatures of the determinant energy and locates $R_{\rm CF}$ from the lowest Hessian eigenvalue, at 2.179695 bohr. It minimizes the UHF energy over both angles freely, propagates the nonlinear density-matrix equations with full exchange to extract $|\Omega|$ and $y/x_0$, tests the linear fall of $\Omega^2$ on both sides of $R_{\rm CF}$, and compares $d-J$ with the triplet energy from full CI.

## Numbers as computed

```
1 Ry = 13.605693 eV; 1 bohr = 0.529177 A; hbar/Ry = 0.048378 fs
STO-3G (exponent bohr^-2, coefficient): [[3.42525091, 0.15432897], [0.62391373, 0.53532814], [0.1688554, 0.44463454]]
--- R = 1.4 bohr = 0.7408 A, S = 0.659318; energies in Ry
U = 1.549212  V = 1.139352  h_gg = -2.505594  h_uu = -0.951205
J_gg = 1.349188  J_uu = 1.394991  J = 1.327128  K = 0.362516
eps_g = -1.156406  eps_u = 1.340536  d = 2.496941
D = 1.532329  M = 0.807298  C = 1.539986  Omega^2 = 1.237046 Ry^2
|Omega| = 1.112226 Ry = 15.1326 eV; real-time: 1.112226 Ry
propagation T = 1.5 hbar/Ry: x/x0 = -0.097388, y/x0 = -0.722390
2pi/|Omega| = 0.2733 fs; 1/|Omega| = 0.0435 fs
singlet Omega = 1.859844 Ry
TDA d-J = 1.169814 Ry = 15.9161 eV; FCI gap = 1.210937 Ry = 16.4756 eV
totals (2/R = 1.428571): RHF -2.233429 FCI -2.274552 triplet -1.063615
--- R = 3.0 bohr = 1.5875 A, S = 0.226190; energies in Ry
U = 1.549212  V = 0.656858  h_gg = -1.761766  h_uu = -1.338466
J_gg = 1.086316  J_uu = 1.146865  J = 1.102452  K = 0.470235
eps_g = -0.675450  eps_u = 0.396203  d = 1.071653
D = 0.439436  M = -0.501034  C = 1.909216  Omega^2 = -0.220172 Ry^2
|Omega| = 0.469225 Ry = 6.3841 eV; real-time: 0.469225 Ry
propagation T = 6.0 hbar/Ry: x/x0 = 8.379455, y/x0 = 8.883557
2pi/|Omega| = 0.6478 fs; 1/|Omega| = 0.1031 fs
singlet Omega = 0.778704 Ry
TDA d-J = -0.030799 Ry = -0.4190 eV; FCI gap = 0.168965 Ry = 2.2989 eV
totals (2/R = 0.666667): RHF -1.770550 FCI -1.970314 triplet -1.801349
UHF: s* = 0.262429, theta = 30.816 deg, lowering = -0.131486 Ry, total = -1.902036 Ry
--- R_CF = 2.179695 bohr = 1.15344 A (Hessian root 2.179695 bohr)
at R_CF: d = 1.613574 J = 1.200132 K = 0.413442 D = 0.826885 Ry
dM/dR = -0.773908 Ry/bohr; dOmega^2/dR = -0.639933 Ry^2/bohr
TDA triplet zero at R = 2.92644 bohr = 1.54861 A
max |Omega| = 0.47177 Ry at R = 3.134 bohr
R = 10 bohr: U - 2/R = 1.349212 Ry, 2K = 1.349212 Ry
R/bohr  D/Ry  M/Ry  Omega^2/Ry^2  TDA/Ry  FCI gap/Ry
 1.0000  2.171960  1.490994  3.238380  1.831477  1.857e+00
 1.4000  1.532329  0.807298  1.237046  1.169814  1.211e+00
 2.0000  0.949452  0.147362  0.139914  0.548407  6.271e-01
 2.1797  0.826885 -0.000000 -0.000000  0.413442  5.080e-01
 2.5000  0.646683 -0.225066 -0.145546  0.210809  3.402e-01
 3.0000  0.439436 -0.501034 -0.220172 -0.030799  1.690e-01
 4.0000  0.197757 -0.862755 -0.170616 -0.332499  3.289e-02
 5.0000  0.083755 -1.067177 -0.089381 -0.491711  5.235e-03
 6.0000  0.032088 -1.183990 -0.037992 -0.575951  6.998e-04
 8.0000  0.003359 -1.295854 -0.004353 -0.646248  7.237e-06
10.0000  0.000220 -1.348992 -0.000297 -0.674386  3.212e-08
```
